# Zwanzig's Free-Energy Formula, Its Cumulant Expansion and Gaussian Energy Gaps

**Q.** I have a long molecular-dynamics run made with an inexpensive potential energy $U_0$. I want the free energy that belongs to a better one, $U_1$, from a costly electronic-structure method. You say I can recompute the energies of saved configurations and skip the second run. But a free energy measures how much configuration space is accessible. How can energies alone supply it?

**A.** They supply the difference $F_1-F_0$ between the two free energies; $F_1$ itself also needs $F_0$. The saved configurations must represent the equilibrium distribution of $U_0$, and, as we shall see, they must include enough of the configurations that matter for $U_1$. Let me fix the setting first. Both systems have the same atoms, volume $V$, temperature $T$ and accessible configurations $R$. The nuclei are classical, and each $U_i(R)$ is an electronic ground-state energy or a model of one. With $\beta=1/(k_BT)$, the Helmholtz free energy is $F_i=-k_BT\ln Q_i$, where

$$Q_i=C\int dP\,e^{-\beta K_i(P)}\int dR\,e^{-\beta U_i(R)} .$$

Here $K_i$ is the kinetic energy. The constant $C$ contains Planck's constant and the factor for identical particles, and is the same for both systems. If the masses are also the same, the momentum integrals are equal. In the difference $\Delta F=F_1-F_0$ both factors cancel:

$$\Delta F=-k_BT\ln\frac{Z_1}{Z_0},\qquad Z_i=\int dR\,e^{-\beta U_i(R)} .$$

**Q.** And if the masses differ?

**A.** Each momentum coordinate contributes $\int dp\,e^{-\beta p^2/(2m_i)}=\sqrt{2\pi m_ik_BT}$. The ratio of two such factors is $\sqrt{m_1/m_0}$, so each coordinate adds $-\tfrac12k_BT\ln(m_1/m_0)$ to $\Delta F$. At 300 K, doubling the mass adds $-1.4355$ zJ per coordinate, where 1 zJ is $10^{-21}$ J. From here on the masses are equal.

**Q.** You still have two configuration integrals, and my run computes neither.

**A.** It does not need to, because the ratio is an average over state 0. Define the energy gap $u(R)=U_1(R)-U_0(R)$, put $U_1=U_0+u$ in the numerator, and divide by $Z_0$:

$$\frac{Z_1}{Z_0}=\int dR\,\frac{e^{-\beta U_0(R)}}{Z_0}\,e^{-\beta u(R)}=\left\langle e^{-\beta u}\right\rangle_0 .$$

The fraction is the normalized probability density of configurations in state 0, which is what your run samples. Therefore

$$\boxed{\Delta F=-k_BT\ln\left\langle e^{-\beta u}\right\rangle_0}$$

This is Zwanzig's formula.

**Q.** It is called free-energy perturbation. Where did you assume that the perturbation is small?

**A.** Nowhere. The identity holds for a large gap too. What matters is that state 0 can reach every region that contributes to $Z_1$. If it cannot, part of $Z_1$ is missing. If it can, but rarely does, the identity is correct and a finite run may still estimate it badly.

**Q.** Which configurations matter, then? Surely the typical ones.

**A.** Group the configurations by their gap. Let $P_i(u)$ be the probability density of the gap in state $i$. All configurations with the same $u$ have the same ratio of Boltzmann factors, $e^{-\beta u}$, so

$$P_1(u)=\frac{Z_0}{Z_1}e^{-\beta u}P_0(u)=P_0(u)\,e^{-\beta(u-\Delta F)} .$$

The last step used $Z_0/Z_1=e^{\beta\Delta F}$. The integrand of Zwanzig's average, $P_0(u)e^{-\beta u}$, is thus proportional to $P_1(u)$. The important gaps are those typical of state 1, although they are sampled in state 0.

**Q.** Why not simply average the gap?

**A.** That gives an upper bound. Write $m=\langle u\rangle_0$. The exponential lies above its tangent, $e^{-y}\ge1-y$. With $y=\beta(u-m)$, whose average is zero,

$$\left\langle e^{-\beta u}\right\rangle_0=e^{-\beta m}\left\langle e^{-\beta(u-m)}\right\rangle_0\ge e^{-\beta m}.$$

Taking the logarithm and multiplying by $-k_BT$ reverses the inequality, so $\Delta F\le\langle u\rangle_0$. Exchanging the states changes the signs of both $\Delta F$ and $u$, so $-\Delta F\le-\langle u\rangle_1$. Together,

$$\langle u\rangle_1\le\Delta F\le\langle u\rangle_0 .$$

**Q.** So the mean is too high. By how much?

**A.** The fluctuations of the gap decide that. Consider

$$K(s)=\ln\left\langle e^{-su}\right\rangle_0,\qquad \Delta F=-\frac{K(\beta)}{\beta}.$$

**Q.** Why introduce $s$? You already have $\beta$.

**A.** Because $\beta$ appears in two places: in the exponential, and in the distribution $P_0$ over which we average. I want to expand the exponential while $P_0$ stays fixed at the physical temperature. So $s$ varies alone and is set to $\beta$ at the end.

Let $\delta=u-m$, with central moments $\mu_n=\langle\delta^n\rangle_0$ and variance $\sigma^2=\mu_2$. Since $e^{-su}=e^{-sm}e^{-s\delta}$ and $\langle\delta\rangle_0=0$,

$$K(s)=-sm+\ln(1+y),\qquad y=\frac{s^2\sigma^2}{2}-\frac{s^3\mu_3}{6}+\frac{s^4\mu_4}{24}+\cdots$$

Now use $\ln(1+y)=y-y^2/2+\cdots$. To fourth order in $s$, $y^2=s^4\sigma^4/4$, and $y^3$ starts at order $s^6$. The fourth-order term is therefore

$$s^4\left(\frac{\mu_4}{24}-\frac{\sigma^4}{8}\right)=\frac{s^4}{24}\left(\mu_4-3\sigma^4\right).$$

The general form is $K(s)=\sum_{n\ge1}(-s)^n\kappa_n/n!$, which defines the cumulants $\kappa_n$. We have found

$$\kappa_1=m,\quad \kappa_2=\sigma^2,\quad \kappa_3=\mu_3,\quad \kappa_4=\mu_4-3\sigma^4 .$$

Setting $s=\beta$ and multiplying by $-1/\beta$ gives the cumulant expansion,

$$\Delta F=\kappa_1-\frac{\beta}{2}\kappa_2+\frac{\beta^2}{6}\kappa_3-\frac{\beta^3}{24}\kappa_4+\cdots$$

It requires finite moments, and it can be summed to $\Delta F$ when the series converges to $K$ at $s=\beta$.

**Q.** You would now like to stop after the variance. What allows that?

**A.** A Gaussian gap in state 0. I can show it without the series, so convergence does not enter. Take

$$P_0(u)=\frac{1}{\sqrt{2\pi\sigma^2}}\exp\left[-\frac{(u-m)^2}{2\sigma^2}\right].$$

With $\delta=u-m$, the exponent in Zwanzig's average is $-\delta^2/(2\sigma^2)-\beta\delta-\beta m$. Complete the square:

$$-\frac{\delta^2}{2\sigma^2}-\beta\delta=-\frac{(\delta+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.$$

Expanding the square on the right produces $-\beta\delta$ and $-\beta^2\sigma^2/2$, and the added term removes the latter. The remaining integral is that of a shifted, normalized Gaussian, which equals 1. Hence

$$\left\langle e^{-\beta u}\right\rangle_0=e^{-\beta m+\beta^2\sigma^2/2},$$

$$\boxed{\Delta F=m-\frac{\beta\sigma^2}{2}}$$

This is the mean minus $\beta$ times half the variance.

**Q.** Why do fluctuations of either sign lower the free energy? I would expect them to cancel.

**A.** They cancel in the mean but not in the exponential. A gap below $m$ gains more weight than an equally large gap above $m$ loses. The shifted Gaussian shows the result: $P_1(u)$ has the same variance $\sigma^2$ and the mean $m-\beta\sigma^2$. State 1 favours configurations with lower gaps, and $\Delta F$ lies midway between the two mean gaps. If $\sigma=0$, then $U_1$ is $U_0$ plus a constant, and $\Delta F$ is that constant.

**Q.** Give me a case where the gap is Gaussian by derivation and not by decree.

**A.** Take one coordinate $x$ in a harmonic well, and move the well by $d$ while raising it by $\varepsilon$:

$$U_0=\tfrac12kx^2,\qquad U_1=\tfrac12k(x-d)^2+\varepsilon .$$

The quadratic terms cancel in the gap:

$$u=\varepsilon+\tfrac12kd^2-kdx .$$

In state 0, $x$ is Gaussian with mean zero and $\langle x^2\rangle_0=k_BT/k$. A linear function of $x$ is then Gaussian too, with

$$m=\varepsilon+\tfrac12kd^2,\qquad \sigma^2=k^2d^2\,\frac{k_BT}{k}=kd^2k_BT .$$

So $\beta\sigma^2/2=kd^2/2$, and the formula gives $\Delta F=\varepsilon$. That is right: moving a well without changing its shape leaves its configuration integral unchanged, and only the offset remains.

For numbers, choose $T=300$ K, $k=10$ N/m, $d=0.30$ Å and $\varepsilon=8$ zJ. Then $k_BT=4.1419$ zJ and

$$\tfrac12kd^2=\tfrac12(10)(0.30\times10^{-10})^2\ \text{J}=4.5\ \text{zJ}.$$

The mean gap is $m=8+4.5=12.5$ zJ, and the variance is $2(4.5)(4.1419)=37.28$ zJ². Therefore

$$\Delta F=12.5-\frac{37.28}{2(4.1419)}=12.5-4.5=8.0\ \text{zJ},$$

or 49.93 meV. The ratio of partition functions, integrated numerically, gives the same 8.0 zJ. The mean gap in state 1 is $12.5-9.0=3.5$ zJ.

**Q.** The correction $kd^2/2$ does not depend on temperature. I thought the $\beta$ in front made it vanish when the system is hot.

**A.** It would if $\sigma^2$ were fixed. Here the variance grows in proportion to $T$ and compensates the factor $\beta$. The powers of $\beta$ do not by themselves give the temperature dependence, since the cumulants depend on $T$ as well.

**Q.** An integral on a grid is not a molecular-dynamics run. Does sampling work?

**A.** Thermostatted dynamics in state 0, with 400,000 stored configurations, gives $7.954$ zJ from the exponential average, with an estimated standard error of 0.021 zJ. The Gaussian formula applied to the same configurations gives 7.987 zJ.

**Q.** The first value is more than two standard errors low.

**A.** Yes, about 2.2 if the error is estimated from the run itself. The large-$N$ formula derived in the next answer predicts an error of 0.018 zJ, which makes the deviation about 2.5 standard errors. The state-1 mean gap obtained by reweighting the run is also low, at 3.333 instead of 3.5 zJ. Its expected error follows from the weights $w=e^{-\beta(u-\Delta F)}$. For a Gaussian gap, completing the square with $2\beta$ in place of $\beta$ shows that $w^2P_0$ is $e^{\beta^2\sigma^2}$ times a normalized Gaussian of variance $\sigma^2$ centred at $m-2\beta\sigma^2$. That centre is $\beta\sigma^2=9.0$ zJ below the state-1 mean. For $N$ independent samples the squared error is, to leading order, $\langle w^2(u-\langle u\rangle_1)^2\rangle_0/N$. The shifted Gaussian turns this into

$$\frac{e^{\beta^2\sigma^2}\left[\sigma^2+(\beta\sigma^2)^2\right]}{N}.$$

The stored configurations come from 4000 separate walkers, saved 0.5 ps apart. With friction rate $\gamma=2.5\times10^{13}$ s⁻¹ and a mass of 10 u, the natural angular frequency $2.45\times10^{13}$ s⁻¹ exceeds $\gamma/2$, so the oscillator is underdamped, and the envelope of its oscillating position correlation falls to $e^{-\gamma t/2}=e^{-6.25}\approx0.002$ over that interval. The standard errors quoted here therefore treat all $N=400{,}000$ configurations as independent. If successive configurations are correlated, $N$ must be replaced by an effective number of independent configurations, which for closely spaced ones is much smaller than $N$. With $\beta\sigma=1.4741$ the squared-error formula above gives an error of about 0.05 zJ, so the deviation is about 3.3 standard errors. That is large for chance, though within the five standard errors the check allows. An excess of configurations with very low gaps would pull both results down. The run alone does not establish whether chance is the whole explanation.

**Q.** Why is the exponential average so sensitive?

**A.** The gaps it needs are centred $\beta\sigma^2$ below $m$, which is $\beta\sigma$ standard deviations. Here only 7.0% of state-0 configurations have a gap below the state-1 mean.

The error for $N$ independent samples follows from the relative variance of $e^{-\beta u}$. The Gaussian result with $2\beta$ in place of $\beta$ gives

$$\frac{\langle e^{-2\beta u}\rangle_0}{\langle e^{-\beta u}\rangle_0^2}=\frac{e^{-2\beta m+2\beta^2\sigma^2}}{e^{-2\beta m+\beta^2\sigma^2}}=e^{\beta^2\sigma^2}.$$

A small relative error in the average becomes an absolute error in its logarithm, so at large $N$

$$\text{error}_{\rm exp}\simeq k_BT\sqrt{\frac{e^{\beta^2\sigma^2}-1}{N}} .$$

For an error of $0.1\,k_BT$ the example needs about 780 independent samples. With $\sigma=4k_BT$ the same formula asks for $8.9\times10^8$, but there it is only a rough guide. The variance $e^{\beta^2\sigma^2}$ comes from gaps $2\beta\sigma=8$ standard deviations below $m$, which have probability about $6\times10^{-16}$ and are practically never met in $10^9$ samples. The formula is then outside its large-$N$ regime and overstates the error of a typical run, although the number of samples needed still grows very steeply with $\beta\sigma$.

**Q.** Then I should always use the mean and variance.

**A.** For a Gaussian gap and large $N$, they give the less noisy estimate. The sample mean has variance $\sigma^2/N$. The sample variance has variance $(\mu_4-\sigma^4)/N=2\sigma^4/N$ to leading order, because $\mu_4=3\sigma^4$. The two are uncorrelated because $\mu_3=0$. The estimate multiplies the sample variance by $\beta/2$, so

$$\text{error}_{\rm Gauss}\simeq\sqrt{\frac{\sigma^2}{N}+\frac{\beta^2}{4}\frac{2\sigma^4}{N}}=k_BT\sqrt{\frac{\beta^2\sigma^2+\beta^4\sigma^4/2}{N}} .$$

For $N=10{,}000$ the formulas predict 0.116 and 0.088 zJ. Repeated batches scatter by 0.115 and 0.089 zJ. But if the gap is not Gaussian, the omitted higher cumulants generally leave a systematic error in the second estimate, and more samples do not remove it.

**Q.** Show me that systematic error.

**A.** Add $gx^4$ to $U_1$, with $g=2.0\times10^{20}$ J/m⁴. The mean gap becomes 12.603 zJ, and the partition functions give $\Delta F=8.541$ zJ. The cumulant expansion gives

- 8.089 zJ through second order,
- 8.540 zJ through third order,
- 8.420 zJ through fourth order.

The Gaussian formula is thus 0.45 zJ too low. Zwanzig's average over the same dynamics gives $8.528\pm0.012$ zJ, since it does not assume a Gaussian gap.

**Q.** Third order is nearly perfect and fourth order is worse. Should more terms not help?

**A.** Not necessarily. For $s<0$, the average $\langle e^{-su}\rangle_0$ contains $e^{|s|gx^4}$, which outgrows the Gaussian weight of $x$, so the average diverges. If the cumulant series converged in any interval around $s=0$, its exponential would give a convergent moment series, and the average would be finite on both sides of zero. So the radius of convergence is zero. The expansion is asymptotic: its first terms are useful for small $s$, but adding terms at fixed $s=\beta$ need not improve the result. The close agreement at third order is no measure of the next term, which is $-0.120$ zJ.

**Q.** Perhaps the quartic term is to blame. Would a purely harmonic problem be safe?

**A.** No. Keep the well in place and change its stiffness from $k$ to $rk$. Each configuration integral is proportional to the inverse square root of the stiffness, so $Z_1/Z_0=r^{-1/2}$ and

$$\beta\Delta F=\tfrac12\ln r .$$

The gap is $u=(r-1)kx^2/2$. Replacing $\beta$ by $s$ in the exponential alone gives a total stiffness factor $1+(s/\beta)(r-1)$, so $K(s)=-\tfrac12\ln[1+(s/\beta)(r-1)]$. Its expansion at $s=\beta$ gives

$$\beta\Delta F=\frac12\left[(r-1)-\frac{(r-1)^2}{2}+\frac{(r-1)^3}{3}-\cdots\right].$$

This converges for $0<r\le2$. At $r=1.5$ the exact value is $0.2027\,k_BT$. Second order gives $0.1875\,k_BT$, and twelfth order agrees with the exact value to four decimals. At $r=3$ the exact value is $0.5493\,k_BT$, while twelfth order gives $-110\,k_BT$. Zwanzig's average remains finite there; it is the expansion that fails.

**Q.** My system has many atoms. The gap is a sum of many contributions, so the central limit theorem makes it Gaussian. Does that not rescue the formula?

**A.** It does not guarantee an accurate total. Suppose $M$ independent modes each change stiffness by the same ratio. The average of a product of independent exponentials is a product of averages, and its logarithm is a sum. Every cumulant is therefore $M$ times its one-mode value. The skewness $\kappa_3/\kappa_2^{3/2}$ falls as $M^{-1/2}$, but the error of stopping at the variance grows as $M$.

For $r=1.5$, going from one mode to 100 reduces the skewness from 2.83 to 0.28. The second-order error grows from $-0.0152$ to $-1.52\,k_BT$, out of an exact $20.27\,k_BT$. The relative error stays at 7.5%.

**Q.** How can a histogram look more Gaussian while the answer gets worse?

**A.** The histogram shows mainly the centre of $P_0$. The exponential average depends on gaps typical of state 1. As modes are added, the distance between the two mean gaps grows as $M$ and the width as $\sqrt M$, so the important region moves farther into the tail when measured in standard deviations. The central limit theorem describes the centre, and a Gaussian centre does not ensure a Gaussian tail.

**Q.** What should I look at in my own run, then?

**A.** Compare $\beta\sigma$ with 1, and compare the Gaussian estimate with the exponential average. If $\beta\sigma$ is large, the exponential average may be poorly sampled, and agreement between the two is weak evidence. A small $\beta\sigma$ and good agreement are not proof either, because the run may have missed a rare region of very low gap. An equilibrated run in state 1 provides a further test: for a Gaussian gap its mean must be $m-\beta\sigma^2$ and its variance must again be $\sigma^2$. If both runs are equilibrated, a departure from either relation well beyond the statistical errors shows that the Gaussian assumption has failed. For the displaced well, numerical integration over the state-1 distribution confirms both relations.

## Computed values

```
Temperature T: 300.0 K
Thermal energy kT: 4.1419 zJ
Force constant k: 10.0 N/m
Displacement d: 0.30 angstrom
Offset eps: 8.000 zJ
Quartic coefficient g (target B): 2.00e+20 J/m^4
A: k d^2/2: 4.5000 zJ
A: mean gap in state 0: 12.5000 zJ
A: gap variance: 37.2775 zJ^2
A: gap standard deviation: 6.1055 zJ
A: sigma/kT: 1.4741
A: variance/(2 kT): 4.5000 zJ
A: dF from Gaussian formula: 8.0000 zJ
A: dF from partition functions: 8.0000 zJ
A: dF converted: 49.93 meV
A: mean gap in state 1: 3.5000 zJ
A: probability in state 0 of gap below state-1 mean: 0.0702
A: same probability from dynamics: 0.0706
Particle mass in dynamics: 10.0 u
Time step: 5.0 fs
Friction rate: 2.50e+13 1/s
Stored configurations: 400000
A: dF from dynamics, exponential average: 7.954 zJ
A: its standard error: 0.021 zJ
A: dF from dynamics, Gaussian formula: 7.987 zJ
A: state-1 mean gap, reweighted dynamics: 3.333 zJ
B: mean gap in state 0: 12.6029 zJ
B: mean gap in state 1: 4.9893 zJ
B: dF through cumulant order 2: 8.0893 zJ
B: dF through cumulant order 3: 8.5404 zJ
B: dF through cumulant order 4: 8.4202 zJ
B: dF from partition functions: 8.5412 zJ
B: dF from dynamics, exponential average: 8.528 zJ
B: its standard error: 0.012 zJ
Extra dF if the mass doubles, per coordinate: -1.4355 zJ
Samples per batch: 10000
Error formula, exponential: 0.1156 zJ
Error observed, exponential: 0.1151 zJ
Error formula, Gaussian: 0.0882 zJ
Error observed, Gaussian: 0.0885 zJ
Samples for 0.1 kT error, target A: 778
Samples for 0.1 kT error, sigma = 4 kT: 8.89e+08
Stiffness ratio 1.5: exact dF: 0.2027 kT
Stiffness ratio 1.5: order 1: 0.2500 kT
Stiffness ratio 1.5: order 2: 0.1875 kT
Stiffness ratio 1.5: order 3: 0.2083 kT
Stiffness ratio 1.5: order 12: 0.2027 kT
Stiffness ratio 3.0: exact dF: 0.5493 kT
Stiffness ratio 3.0: order 1: 1.0000 kT
Stiffness ratio 3.0: order 2: 0.0000 kT
Stiffness ratio 3.0: order 3: 1.3333 kT
Stiffness ratio 3.0: order 12: -109.9885 kT
Ratio 1.5, one mode: skewness: 2.8284
Ratio 1.5, one mode: second-order error: -0.0152 kT
Ratio 1.5, 100 modes: skewness: 0.2828
Ratio 1.5, 100 modes: exact dF: 20.2733 kT
Ratio 1.5, 100 modes: second-order error: -1.5233 kT
```
